\section*{Thermal vibrations as an alloy: displaced t-matrices, CPA and linear resistivity}

\section{The form of the answer}

Hartree units are used, so resistivity is measured in $\hbar a_0/e^2$ and has the dimension of a length. The crystal has one atom per cell and cubic symmetry. Each atom is frozen at a displacement $\mathbf u$ from its site, drawn independently of its neighbours from a distribution with the cubic symmetry of the site, and it carries its potential rigidly. For $\mathbf u=0$ Bloch's theorem gives $\rho=0$. When scattering is weak, rates from different sites add, so $\rho$ can be expanded in the moments of the distribution. Inversion removes the odd moments, and cubic symmetry gives $\langle u_iu_j\rangle=\delta_{ij}\langle u^2\rangle/3$. Hence
\begin{equation}
\rho=c\,\langle u^2\rangle\,[1+O(\kappa^2\langle u^2\rangle)],
\label{form}
\end{equation}
where $\kappa$ is the electron wave number, $E=\kappa^2/2$, and $c$ is an inverse length fixed by the ordered crystal. A resistivity linear in $T$ needs $\langle u^2\rangle\propto T$, which holds for classical harmonic vibrations, and $\kappa^2\langle u^2\rangle\ll1$. Equation (\ref{form}) also shows that any cubic set of displacements with the right mean square yields the same $c$.

The naive scheme averages the potential. The average $\langle V(\mathbf r-\mathbf u)\rangle$ is real and periodic, so it gives $\rho=0$ at every temperature. The resistivity lies in the fluctuations, and these are kept by treating each displacement as a species of an alloy.

\section{The displaced scatterer}

Seen from its lattice site a displaced atom is not spherical, and a direct treatment would solve coupled radial equations for each $\mathbf u$. About its own centre it is spherical, so a change of origin is enough. With real harmonics $Y_L$, $L=(l,m)$, let $J_L=j_l(\kappa r)Y_L$ and $H_L=h_l(\kappa r)Y_L$, $h_l=j_l+iy_l$. The free Green function of $\nabla^2+\kappa^2$ and the scattering solution outside a muffin-tin sphere are
\begin{align}
G_0(\mathbf r-\mathbf r')&=-\frac{e^{i\kappa|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}=-i\kappa\sum_LH_L(\mathbf r_>)J_L(\mathbf r_<),\label{g0}\\
\psi&=J_L-i\kappa\sum_{L'}H_{L'}t_{L'L},\qquad t_l=-\frac{e^{i\delta_l}\sin\delta_l}{\kappa}.
\end{align}
Projecting $e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_Li^lJ_L(\mathbf r)Y_L(\hat k)$, $|\mathbf k|=\kappa$, on $Y_L(\hat k)$ gives $J_L(\mathbf r)=(4\pi i^l)^{-1}\int e^{i\mathbf k\cdot\mathbf r}Y_L\,d\hat k$. Replace $\mathbf r$ by $\mathbf r-\mathbf u$, expand $e^{i\mathbf k\cdot\mathbf r}$, and then expand $e^{-i\mathbf k\cdot\mathbf u}$, which brings $(-i)^{l''}=i^{-l''}$:
\begin{align}
J_L(\mathbf r-\mathbf u)&=\sum_{L'}U_{L'L}(\mathbf u)J_{L'}(\mathbf r),\label{trans}\\
U_{L'L}(\mathbf u)&=i^{l'-l}\!\int Y_{L'}e^{-i\mathbf k\cdot\mathbf u}Y_L\,d\hat k=\sum_{L''}A_{L'LL''}J_{L''}(\mathbf u),\label{U}
\end{align}
with $A_{L'LL''}=4\pi i^{l'-l-l''}\int Y_{L'}Y_LY_{L''}d\hat k$. The Gaunt integral vanishes unless $l+l'+l''$ is even, so $U$ is real. Reversing $\mathbf u$ multiplies each term by $(-1)^{l''}=(-1)^{l-l'}$, which turns $i^{l'-l}$ into $i^{l-l'}$; thus $U(-\mathbf u)=U^T$, and since opposite translations cancel, the untruncated $U$ is orthogonal.

For outgoing waves, expand $G_0(\mathbf r-\mathbf u-\mathbf s)$ at small $\mathbf s$ in two ways by (\ref{g0}): as $\sum H_L(\mathbf r-\mathbf u)J_L(\mathbf s)$, and, for $r>u$, as $\sum H_{L'}(\mathbf r)J_{L'}(\mathbf s+\mathbf u)$. By (\ref{trans}), $J_{L'}(\mathbf s+\mathbf u)=\sum_LU_{LL'}(-\mathbf u)J_L(\mathbf s)=\sum_LU_{L'L}(\mathbf u)J_L(\mathbf s)$, and the coefficients of $J_L(\mathbf s)$ give $H_L(\mathbf r-\mathbf u)=\sum_{L'}U_{L'L}(\mathbf u)H_{L'}(\mathbf r)$. An incident wave is carried to the atom by $U(-\mathbf u)$, scattered by $t$, and carried back by $U(\mathbf u)$:
\begin{equation}
t_{\mathbf u}=U(\mathbf u)\,t\,U(\mathbf u)^T .
\label{tu}
\end{equation}
In a crystal a sufficient condition for using it is that the spheres of radius $R+u$ about the sites do not overlap, $R$ being the muffin-tin radius.

With $h_l\to(-i)^{l+1}e^{i\kappa r}/\kappa r$ the scattering amplitude is $f=-4\pi\sum(-i)^{l'}Y_{L'}(\hat k')t_{L'L}i^lY_L(\hat k)$. Completeness applied to (\ref{U}) gives $\sum_{L'}(-i)^{l'}Y_{L'}(\hat k')U_{L'L}=e^{-i\mathbf k'\cdot\mathbf u}(-i)^lY_L(\hat k')$, and the complex conjugate relation acts on the incident side, so
\begin{equation}
f_{\mathbf u}=e^{-i\mathbf q\cdot\mathbf u}f,\qquad\mathbf q=\mathbf k'-\mathbf k .
\label{phase}
\end{equation}
A displacement is a phase, and its effect vanishes in the forward direction. Truncation at $l_{\max}$ drops terms $j_{l''}(\kappa u)\sim(\kappa u)^{l''}$ that carry channel $l$ beyond $l_{\max}$, so $l_{\max}$ must exceed the highest strongly scattering channel.

\section{The displacement set}

A mode of frequency $\omega$ contributes $(n+\frac12)/M\omega$ to the mean square, with $n$ the Bose factor and $M$ the atomic mass. The Debye density $9\omega^2/\omega_D^3$, normalised to three modes per atom, with $\omega_D=k_B\Theta$ and $X=\Theta/T$, gives
\begin{equation}
\langle u^2\rangle=\frac{9}{M\omega_D^3}\int_0^{\omega_D}\!\omega\,(n+\tfrac12)\,d\omega=\frac{9}{Mk_B\Theta}\Big[\frac{\Phi(X)}{X}+\frac14\Big],
\label{debye}
\end{equation}
with $\Phi=X^{-1}\int_0^Xx\,dx/(e^x-1)$. This is the sum over three components; one component carries a third. From $x/(e^x-1)=1-x/2+x^2/12-\dots$ follows $\Phi=1-X/4+X^2/36-\dots$, the term $-X/4$ cancels the zero-point $\frac14$, and
\begin{equation}
\langle u^2\rangle=\frac{9T}{Mk_B\Theta^2}\Big(1+\frac{X^2}{36}-\dots\Big).
\label{highT}
\end{equation}

The Gaussian distribution of a harmonic crystal is replaced by species $\mathbf u_v$ with concentrations $x_v$ and $\sum x_vu_v^2=\langle u^2\rangle$. Three cubic sets are used: the 6 axis directions, the 14 axis and body-diagonal directions (both with equal length and weight), and the 27-point Gauss--Hermite product with nodes $0,\pm\sqrt3\sigma$, weights $\frac23,\frac16,\frac16$ and $\sigma^2=\langle u^2\rangle/3$, whose component moment $2\cdot\frac16\cdot9\sigma^4=3\sigma^4$ is the Gaussian one. By (\ref{phase}) an isolated atom scatters incoherently with $\langle|f_{\mathbf u}|^2\rangle-|\langle f_{\mathbf u}\rangle|^2=|f|^2(1-|\langle e^{-i\mathbf q\cdot\mathbf u}\rangle|^2)$. Put $y=\langle(\mathbf q\cdot\mathbf u)^2\rangle=q^2\langle u^2\rangle/3$ and $m_4=\langle(\mathbf q\cdot\mathbf u)^4\rangle$. Then $\langle e^{-i\mathbf q\cdot\mathbf u}\rangle=1-y/2+m_4/24$, and
\begin{equation}
1-|\langle e^{-i\mathbf q\cdot\mathbf u}\rangle|^2=y-\frac{y^2}{4}-\frac{m_4}{12}+O(y^3).
\label{dw}
\end{equation}
The Gaussian value $m_4=3y^2$ gives $y(1-0.5y)$. Equal lengths, averaged over the direction of $\mathbf q$ with $\langle\cos^4\theta\rangle=\frac15$, give $m_4=q^4u^4/5=9y^2/5$ and $y(1-0.4y)$. The correction in (\ref{form}) is negative for an isolated atom, and the sets differ at relative order $\langle u^2\rangle$.

\section{The medium}

Let every site scatter with the same matrix $t_c$. Define $G(\mathbf k)$ by $\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}G_0(\mathbf r-\mathbf r'-\mathbf R)=\sum J_L(\mathbf r)G_{LL'}J_{L'}(\mathbf r')$. Outgoing amplitudes $be^{i\mathbf k\cdot\mathbf R}$ then produce at the origin the incident amplitude $a=Gb$, and $b=t_ca$. The scattering-path operator is $\tau(\mathbf k)=(t_c^{-1}-G)^{-1}$, its site-diagonal part $\tau_c$ is the zone average, and the cavity propagator $\mathcal G$ is defined by $\tau_c=(1-t_c\mathcal G)^{-1}t_c$. It returns to a site what left it through the rest of the medium, so species $v$ placed on that site has $\tau_v=(1-t_v\mathcal G)^{-1}t_v$.

The simple choice is $t_c=\bar t=\sum x_vt_v$. To judge it, set $\delta_v=t_v-t_c$, write $\tau_c=t_c(1-\mathcal Gt_c)^{-1}$ and use $t_v(1-\mathcal Gt_c)-(1-t_v\mathcal G)t_c=\delta_v$:
\begin{equation}
\tau_v-\tau_c=(1-t_v\mathcal G)^{-1}\delta_v(1-\mathcal Gt_c)^{-1}.
\label{dtau}
\end{equation}
A medium that represents the single-site average must not scatter further on average, which is the CPA condition $\sum x_v\tau_v=\tau_c$. Expanding $(1-t_v\mathcal G)^{-1}$ to first order in $\delta_v$ and removing the outer factors,
\begin{equation}
t_c=\bar t+\sum_vx_v\,\delta_v\,\mathcal G(1-t_c\mathcal G)^{-1}\delta_v+O(u^4).
\end{equation}
Since $\delta_v=O(u)$, the term that $\bar t$ omits is of order $\langle u^2\rangle$, the same order as $\bar t-t$. The averaged t-matrix damps the wave as if the scattered electron left into free space, and the omitted term supplies the crystal; $\bar t$ serves as the starting guess.

The highest channels have $t_l$ close to zero, so inverses of $t$ are avoided. With $\tau(\mathbf k)=t_c+t_c(1-Gt_c)^{-1}Gt_c$ the loop is
\begin{align}
g&=\langle(1-Gt_c)^{-1}G\rangle_{\rm BZ},&\tau_c&=t_c+t_cgt_c,\nonumber\\
\mathcal G&=(1+gt_c)^{-1}g,&t_c&\leftarrow(1+\bar\tau\mathcal G)^{-1}\bar\tau,\quad\bar\tau=\textstyle\sum x_v\tau_v .
\end{align}
The form of $\mathcal G$ follows from comparing $\tau_c=t_c+t_c\mathcal G\tau_c$ with $\tau_c=t_c+t_cgt_c$, which gives $g=\mathcal G(1+t_cg)$. The update solves $\bar\tau=(1-t\mathcal G)^{-1}t$ for $t$, so its fixed point is the CPA condition.

A uniform mesh converges slowly for the zone average. At real energy the integrand has a pole at distance $1/2\ell$ from the real axis, $\ell$ being the mean free path, which on average exceeds 140 bohr in every run below. The cure is analyticity in $\mathbf k$. Write the lattice sum as $\sum D_LJ_L(\mathbf r-\mathbf r')$; equations (\ref{trans}) and (\ref{U}) with $\mathbf u=\mathbf r'$ give $G_{LL'}=\sum A_{LL'L''}D_{L''}$. The sum including $\mathbf R=0$ equals $-\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf p\cdot(\mathbf r-\mathbf r')}/(p^2-\kappa^2)$, $\mathbf p=\mathbf k+\mathbf K$, with $\Omega$ the cell volume. With $\xi=p^2-\kappa^2$ use the identity $1/\xi=e^{-\xi/\eta}/\xi+\int_0^{1/\eta}e^{-\xi s}ds$, which holds for every $\xi\neq0$ and so also for $p<\kappa$; keep the first term in reciprocal space, and transform the second with $e^{-p^2s}\to(4\pi s)^{-3/2}e^{-r^2/4s}$. At small argument $J_L\to(\kappa r)^lY_L/(2l+1)!!$ and $e^{\mathbf w\cdot\mathbf r}$ has the leading $Y_L(\hat r)$ term $4\pi r^l\mathcal Y_L(\mathbf w)/(2l+1)!!$, $\mathcal Y_L(\mathbf w)=w^lY_L$. With $\mathbf w=i\mathbf p$ and $\mathbf w=\mathbf R/2s$,
\begin{align}
D_L={}&-\frac{4\pi i^l}{\Omega\kappa^l}\sum_{\mathbf K}\mathcal Y_L(\mathbf p)\frac{e^{(\kappa^2-p^2)/\eta}}{p^2-\kappa^2}\nonumber\\
&-\frac{4\pi}{\kappa^l}\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\mathcal Y_L(\mathbf R)\!\int_0^{1/\eta}\!\frac{e^{\kappa^2s-R^2/4s}}{(2s)^l(4\pi s)^{3/2}}ds\nonumber\\
&+\delta_{L0}\Big[\frac{i\kappa}{\sqrt{4\pi}}-\frac{\sqrt\eta}{4\pi}\sum_{n\ge0}\frac{(\kappa^2/\eta)^n}{n!\,(n-\frac12)}\Big].
\end{align}
The last line is the $\mathbf R=0$ term minus $G_0$ at $r\to0$, divided by $Y_{0}=1/\sqrt{4\pi}$: the $1/4\pi r$ parts cancel, $e^{i\kappa r}$ leaves $i\kappa/4\pi$, and $e^{\kappa^2s}$ is integrated term by term. $\mathcal Y_L$ and $p^2=\mathbf p\cdot\mathbf p$ are polynomials, so $G$ is meromorphic in $\mathbf k$.

The average is taken along rays $\mathbf k=k\hat r$ through the irreducible wedge. For a sheet with outward velocity, $E\to E+i0$ moves the pole to $k_F+i0$, so the radial path is bent below it and returned to the zone face, where Gauss quadrature meets a smooth integrand. This assumes that no other pole is crossed, as for a closed nearly free sheet; a Fermi surface cutting the zone face needs another parametrisation. The wedge result is symmetrised over the 48 cubic operations.

\section{From the medium to the resistivity}

On each ray $\det(1-Gt_c)$ has a complex root $k_p$, found by Newton's method, with null vector $a$ and $b=t_ca$. Symmetry of $G_0$ gives $G(\mathbf k)^T=G(-\mathbf k)$, and inversion gives $G(-\mathbf k)=PG(\mathbf k)P$ with $P=(-1)^l$; $t_c$ and $\mathcal G$ are symmetric and commute with $P$. The left null vector of $t_c^{-1}-G$ is therefore $(Pb)^T$, and near the pole
\begin{equation}
\tau(\mathbf k)\simeq\frac{b\,(Pb)^T}{\lambda},\quad\lambda=(Pb)^T(t_c^{-1}-G)b=N(E-\varepsilon_{\mathbf k}+\tfrac i2\Gamma).
\end{equation}
Then $\boldsymbol\gamma\equiv\nabla_{\mathbf k}\lambda=-(Pb)^T\nabla G\,b=-N\mathbf v$ lies along the surface normal $\mathbf n$, and $\mathbf v\cdot\hat r\,{\rm Im}\,k_p=\Gamma/2$ gives $1/\ell=\Gamma/v=2\,{\rm Im}\,k_p\,(\mathbf n\cdot\hat r)$.

Using $\ell$ as the transport length treats every collision as destroying the current, while (\ref{phase}) says that collisions are anisotropic. The angular kernel is needed. With species $v$ at the origin, $\tau=\tau^c+\tau^cX_v\tau^c$ for the full site matrix $\tau^c$ of the medium, and the on-site element fixes $X_v=\tau_c^{-1}(\tau_v-\tau_c)\tau_c^{-1}$. Comparing the pole parts with two propagators $1/(E-\varepsilon)$ joined by a T-matrix gives $|T_{\mathbf{kk}'}|^2=|(Pb)^TX_vb'|^2/|NN'|$. Here $\tau_c^{-1}b=(t_c^{-1}-\mathcal G)b=a-\mathcal Gb\equiv\varphi$, the wave that would arrive if the site were empty. For $k_F\ell\gg1$ the rate is $2\pi\sum x_v|T|^2\delta(\varepsilon-\varepsilon')$, summed with $\Omega(2\pi)^{-3}\int dS'd\varepsilon'/v'$. Dividing by $v$ and using $|N|v=|\boldsymbol\gamma|$ removes all energy derivatives:
\begin{equation}
w(\mathbf k,\mathbf k')=\frac{\Omega}{(2\pi)^2}\sum_vx_v\frac{|(P\varphi)^T(\tau_v-\tau_c)\varphi'|^2}{|\boldsymbol\gamma||\boldsymbol\gamma'|}.
\label{w}
\end{equation}
Each $t_v$ conserves flux, so what the pole loses must reappear on the Fermi surface, $\int w\,dS'=1/\ell$ to leading order; the mismatch measures the error of keeping the pole parts alone.

For charge $-1$ in a field $\mathbf E$ put $\delta f=-\mathbf E\cdot\boldsymbol\Lambda(-f_0')$. The drift term $-\mathbf E\cdot\mathbf vf_0'$ balances $\sum W(\delta f'-\delta f)$, giving $\mathbf v=\sum W(\boldsymbol\Lambda-\boldsymbol\Lambda')$. The current is $-2\int d^3k\,(2\pi)^{-3}\mathbf v\,\delta f$, and $-f_0'\to\delta(\varepsilon-E_F)$ for $k_BT\ll E_F$:
\begin{equation}
\mathbf n=\int dS'\,w\,(\boldsymbol\Lambda-\boldsymbol\Lambda'),\qquad\frac1\rho=\frac{2}{(2\pi)^3}\,\frac13\int dS\,\mathbf n\cdot\boldsymbol\Lambda .
\label{boltz}
\end{equation}
The $\boldsymbol\Lambda'$ term, scattering-in, is the vertex correction in this limit. Cubic covariance of $\boldsymbol\Lambda$ reduces (\ref{boltz}) to a linear system on the wedge.

For small $u$ the medium differs from the ordered crystal at order $u^2$, while $T$ is of first order, the matrix element of $\delta V=-\mathbf u\cdot\nabla V$ between cell-normalised Bloch states. Averaging with $\langle u_iu_j\rangle=\delta_{ij}\langle u^2\rangle/3$,
\begin{equation}
w\to\frac{\Omega}{(2\pi)^2}\frac{\langle u^2\rangle}{3}\sum_i\frac{|\langle\mathbf k|\partial_iV|\mathbf k'\rangle|^2}{vv'} .
\label{golden}
\end{equation}
Then $\boldsymbol\Lambda\propto1/\langle u^2\rangle$, which establishes (\ref{form}) and defines $c$; with (\ref{highT}) the limiting slope is $9c/Mk_B\Theta^2$.

\section{A model metal}

Take a bcc lattice with $a=8$ bohr ($\Omega=256$ bohr$^3$), a spherical step $V_0=0.2$ Ha for $r<R=2.5$ bohr, one electron per cell, $M=40$ u $=72915.5$, $\Theta=200$ K and $l_{\max}=3$. There is no thermal expansion and no change of screening. Requiring the roots on 36 rays to enclose half the zone gives $E_F=0.1589$ Ha and $\kappa=0.5637$ bohr$^{-1}$, with $k_F$ from 0.486 to 0.489 against 0.555 bohr$^{-1}$ for the nearest zone face. Matching $j_l$ inside the step gives $\delta_0,\dots,\delta_3=-0.530,-0.088,-0.0062,-0.0002$. The energy is held at $E_F$; the volume enclosed by ${\rm Re}\,k_p$ drifts to 0.5012 of the zone at 600 K.

With $k_B\Theta=6.33362\times10^{-4}$ Ha, $9/Mk_B\Theta=9/46.182=0.19488$ bohr$^2$, and division by $\Theta$ gives $9.744\times10^{-4}$ bohr$^2$/K. At 300 K, $\langle u^2\rangle=0.2923\times(1+0.444/36)=0.2959$ bohr$^2$, so $u=0.544$ bohr and $\kappa u=0.31$. The longest vector of the 27-set is $\sqrt3u=0.94$ bohr, and $R+0.94$ stays below half the neighbour distance, 3.46 bohr. For one pair of directions, truncating (\ref{tu}) at $l=3$ misses (\ref{phase}) by $4.5\times10^{-4}$ bohr on $|f|=0.62$ bohr; over a grid of directions the largest miss is about $2\times10^{-3}$ bohr at $u=0.544$ and $6\times10^{-3}$ bohr at $u=0.94$. Raising $l_{\max}$ to 4 changes the 14- and 27-set resistivities at 300 K, and the 14-set value at 600 K, by less than one part in $10^4$.

At $\langle u^2\rangle=0.003$ bohr$^2$ the three sets give $\rho/\langle u^2\rangle=1.820$ bohr$^{-1}$. Equation (\ref{golden}), with $\nabla V=-V_0\delta(r-R)\hat r$ and Bloch states and velocities from diagonalisation in 381 plane waves on the same Fermi surface, gives 1.826, larger by 0.3\%. The difference comes from the plane-wave cutoff, which converges slowly for a step: 627, 1055 and 1865 plane waves give 1.824, 1.820 and 1.821. The limiting slope is $1.820\times9.744\times10^{-4}=1.773\times10^{-3}$ per K, or $0.0386\ \mu\Omega$\,cm/K with $21.74\ \mu\Omega$\,cm per atomic unit. Without scattering-in $c=1.60$, so the vertex correction raises $\rho$ by 13\%. The factor $q^2$ in (\ref{dw}) shifts weight to large angles, but the sign also depends on the angular shape of the matrix element and is here a computed result.

With the 14-set the loop converges in four to six updates. At 300 K the $s$ element is $0.7499-0.4373i$ bohr; an elastic scatterer would have $-{\rm Im}\,t=\kappa|t|^2=0.5637\times0.7536=0.4248$, and the excess of 0.0125 is the absorption. The length $1/\int w\,dS'$ averages 275 bohr, so $k_F\ell\approx134$, and it departs from the pole value by at most 1.3\% on the rays (2.4\% at 600 K). The ratio $\rho/c\langle u^2\rangle$ is 0.993, 0.968, 0.952 and 0.906 at 0, 200, 300 and 600 K. At 300 K, $\rho=1.820\times0.2959\times0.952=0.513$, or $11.2\ \mu\Omega$\,cm; at 600 K it is $21.0\ \mu\Omega$\,cm. The mismatch has one sign on all rays, $\int w\,dS'$ exceeding the pole value, and rescaling $w$ to the pole value lowers $\rho$ by 1.2\% at 300 K and 2.3\% at 600 K. These shifts measure the uncertainty of the finite-temperature values: the 4.8\% reduction at 300 K would become 5.9\%, while the 2.0\% gap between the 14- and 27-sets found below is unchanged.

In the static picture, and with the 14-set, the law is linear to within about 9\% from 200 to 600 K: $\rho/T=1.764,\ 1.710,\ 1.673,\ 1.612\times10^{-3}$ per K at 200, 300, 400, 600 K. The inelastic factor of the last section is not included; with it the values become $1.670,\ 1.668,\ 1.650,\ 1.602\times10^{-3}$, a spread of 4\%, because the net quantum correction is then $(1+X^2/36)(1-X^2/18)\simeq1-X^2/36$. The remarks that follow concern the static picture only. The Debye factor falls from about 1.027 to 1.003 over this range and supplies the smaller part of the decline; the rest is the correction in (\ref{form}), for this set close to $-0.16\langle u^2\rangle$/bohr$^2$. The 27-set, which has the Gaussian fourth moment, gives $-0.23\langle u^2\rangle$/bohr$^2$ at 300 K, so the departure from linearity depends on the set. At 200 K the two corrections nearly cancel, which is why $\rho/T$ lies near the limiting slope there. At 300 K the 6-, 14- and 27-sets give 0.5139, 0.5129 and 0.5025. Equation (\ref{dw}) with the largest transfer $q=2\kappa$, $y=0.125$, allows an isolated atom, after averaging over the direction of $\mathbf q$, a reduction up to 5.0\% for equal lengths and a gap up to 1.3\% between equal lengths and the 27-set. The 14-set stays close to this average in every direction, its $m_4/q^4u^4$ lying between $37/189$ and $13/63$; the 6-set does not, since along a cube axis it has the Gaussian value $m_4=3y^2$. The comparison is therefore made for the 14-set. The crystal shows 4.8\% and 2.0\%, the gap growing from 0.8\% at 100 K roughly as $\langle u^2\rangle$. Both isolated-atom figures are bounds reached only in backscattering, so the closeness of 5.0\% to 4.8\% is not an agreement; the 4.8\% also contains the error of keeping the pole parts alone, which grows as $\langle u^2\rangle$ too (mismatch 1.3\% at 300 K). The isolated atom thus gives sign and scaling but too small a gap; the origin of the rest is not resolved here.

\section{Where the static picture fails}

At $T=0$, $\langle u^2\rangle=0.19488/4=0.0487$ bohr$^2$ and the model gives $1.9\ \mu\Omega$\,cm. This is an artefact: scattering from zero-point motion is phonon emission, which the filled Fermi sea blocks. In the lowest variational solution of the Boltzmann equation, with $\boldsymbol\Lambda$ independent of energy, each process is weighted by its equilibrium rate. Let $x=\omega/k_BT$. Since $f(\varepsilon+\omega)[1-f(\varepsilon)]=e^{-x}f(\varepsilon)[1-f(\varepsilon+\omega)]$, subtraction gives $f(\varepsilon)[1-f(\varepsilon+\omega)]=[f(\varepsilon)-f(\varepsilon+\omega)]/(1-e^{-x})$, with integral $\omega(n+1)$. Absorption then weighs $nx(n+1)$; emission, by $\omega\to-\omega$, weighs $(n+1)xn$. The static model uses $(2n+1)\int f(1-f)d\varepsilon/k_BT=\coth(x/2)$ in place of $2xn(n+1)=x/[2\sinh^2(x/2)]$. For local Debye modes, weighted by $\omega$ as in (\ref{debye}), the ratio of inelastic to static resistivity is
\begin{equation}
\frac{\int_0^Xx^2\,[2\sinh^2(x/2)]^{-1}dx}{\int_0^Xx\coth(x/2)\,dx}=\frac{1-X^2/36}{1+X^2/36}+\dots\simeq1-\frac{X^2}{18},
\end{equation}
from the integrands $2(1\mp x^2/12)$. At low $T$ the numerator tends to a constant and the denominator to $X^2/2$, so the ratio vanishes as $T^2$. This power belongs to local modes; when small frequency also means small momentum transfer, normal scattering by Debye phonons gives the Bloch--Gr\"uneisen law $\rho\propto T^5$. Quadrature gives 0.976 at 300 K, 0.947 at $\Theta$, 0.81 at 100 K and 0.03 at 10 K. Independent sites also drop the correlations $\langle u_{\mathbf R}u_{\mathbf R'}\rangle$ that tie phonon frequency to momentum transfer. For classical harmonic motion these are proportional to $T$ as well, so they can change $c$ but not the linear law. The change need not be small: a Born estimate for free electrons in this lattice, with $\omega$ proportional to the reduced wave vector on all three branches, lowers $c$ by about a third, so the slope found above is that of the independent-site model.
